**Window truncation in the electrical and thermal conductivity of a metal**

For a degenerate metal with flat energy-resolved conductivity, cutting the transport integrals at |x| ≤ 5 loses 1.34 % of the electrical and 15.07 % of the electronic thermal conductivity. Here x = (E − μ)/(k_B T), μ is the chemical potential, and K_n is the n-th moment of −df/dx over the window, weighted by σ(E)/σ0. The program asserts that the closed forms for K₀ and K₂ agree with quadrature of a finite-difference derivative of the Fermi function for five window widths. It also computes heat currents from slightly displaced Fermi functions at zero charge current and asserts agreement with K₂ − K₁²/K₀, for flat and tilted conductivities. The output shows that a 1 % thermal loss needs a half-width of 8.65 k_B T, against 5.29 k_B T for the electrical conductivity. For the 4 K wiring example, the electronic thermal conductivity falls from 9.772 to 8.299 W/(m K). The estimated lattice contribution is 0.43 % of the full electronic value, and the estimated inelastic scattering rates are below 0.1 % of the elastic rate.

## Verification by program

```python
"""
Result under test: for a degenerate metal with flat energy-resolved
conductivity, cutting the transport integrals at |x| <= c, x = (E-mu)/(kB T),
loses the fractions
   electrical: 2/(exp(c)+1)
   thermal:    3 R(c)/pi^2,
   R(c) = 2[c^2 f(c) + 2c ln(1+exp(-c)) - 2 Li2(-exp(-c))],
with f the Fermi function. At c = 5 these are about 1.3 and 15 percent.
K_n = integral of (sigma/sigma0) x^n (-df/dx) over the window, and
kappa = sigma0 (kB/e)^2 T (K2 - K1^2/K0) at zero electric current.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import expit, spence, zeta


def fermi(x):
    return expit(-x)


def kernel(x):
    return 0.25 / np.cosh(0.5 * x) ** 2


def integrate(func, low, high):
    """Quadrature split at fixed points so that the peak is never missed."""
    inner = [p for p in (-10.0, -5.0, 0.0, 5.0, 10.0) if low < p < high]
    edges = [low] + inner + [high]
    return sum(quad(func, a, b, epsabs=1e-13, epsrel=1e-12, limit=200)[0]
               for a, b in zip(edges[:-1], edges[1:]))


def heat_tail(c):
    dilog = spence(1.0 + np.exp(-c))      # Li2(-exp(-c))
    return 2 * (c**2 * fermi(c) + 2 * c * np.log1p(np.exp(-c)) - 2 * dilog)


FULL_HEAT = np.pi**2 / 3


def K0_window(c):
    return np.tanh(c / 2)


def K2_window(c):
    return FULL_HEAT - heat_tail(c)


def loss_electrical(c):
    return 2 / (np.exp(c) + 1)


def loss_thermal(c):
    return heat_tail(c) / FULL_HEAT


# Closed forms against quadrature of a finite-difference Fermi derivative
def kernel_from_differences(x, h=1e-3):
    return (fermi(x - h) - fermi(x + h)) / (2 * h)


FAR = 40.0
x_grid_full = np.linspace(-FAR, FAR, 80001)
full0 = np.trapezoid(kernel_from_differences(x_grid_full), x_grid_full) \
    if hasattr(np, "trapezoid") else \
    np.trapz(kernel_from_differences(x_grid_full), x_grid_full)
full2 = integrate(lambda x: x**2 * kernel_from_differences(x), -FAR, FAR)
assert abs(full0 - 1) < 1e-6
assert abs(full2 - FULL_HEAT) < 2e-6      # difference step error of order h^2
for c in (1.0, 3.0, 5.0, 7.0, 10.0):
    num0 = integrate(kernel_from_differences, -c, c)
    num2 = integrate(lambda x: x**2 * kernel_from_differences(x), -c, c)
    assert abs(num0 - K0_window(c)) < 2e-6
    assert abs(num2 - K2_window(c)) < 2e-6
    assert abs((1 - num0 / full0) - loss_electrical(c)) < 3e-6
    assert abs((1 - num2 / full2) - loss_thermal(c)) < 3e-6


# Transport formula against currents from displaced Fermi functions
def open_circuit_heat(c, tilt, h=1e-3):
    """Heat response to a relative temperature step at zero charge current."""
    def sigma(x):
        return 1 + tilt * x

    def by_mu(x):
        return (fermi(x - h) - fermi(x + h)) / (2 * h)

    def by_temperature(x):
        return (fermi(x / (1 + h)) - fermi(x / (1 - h))) / (2 * h)

    charge_mu = integrate(lambda x: sigma(x) * by_mu(x), -c, c)
    charge_t = integrate(lambda x: sigma(x) * by_temperature(x), -c, c)
    heat_mu = integrate(lambda x: sigma(x) * x * by_mu(x), -c, c)
    heat_t = integrate(lambda x: sigma(x) * x * by_temperature(x), -c, c)
    mu_step = -charge_t / charge_mu
    return heat_t + heat_mu * mu_step


for c, tilt in ((5.0, 0.0), (5.0, 0.1), (FAR, 0.0)):
    k1 = tilt * K2_window(c)
    formula = K2_window(c) - k1**2 / K0_window(c)
    assert abs(open_circuit_heat(c, tilt) - formula) < 3e-5

# The claim itself, and the reason for the difference
C = 5.0
assert 0.005 < loss_electrical(C) < 0.015
assert 0.145 < loss_thermal(C) < 0.155
tail0_num = 2 * integrate(kernel, C, FAR)
tail2_num = 2 * integrate(lambda x: x**2 * kernel(x), C, FAR)
tail_mean_square = tail2_num / tail0_num
tail_estimate = C**2 + 2 * C + 2
assert abs(tail_mean_square / tail_estimate - 1) < 0.01
peak = brentq(lambda x: x * np.tanh(x / 2) - 2, 1, 5)
peak_direct = minimize_scalar(lambda x: -x**2 * kernel(x), bounds=(1, 5),
                              method="bounded", options={"xatol": 1e-9}).x
assert abs(peak - peak_direct) < 1e-5
c_el = brentq(lambda c: loss_electrical(c) - 0.01, 1, 20)
c_th = brentq(lambda c: loss_thermal(c) - 0.01, 1, 20)
lorenz_ratio = K2_window(C) / K0_window(C) / FULL_HEAT

# Worked example: thin normal-metal wiring at liquid-helium temperature
kB, e, hbar, m = const.k, const.e, const.hbar, const.m_e
T = 4.0                    # K
sigma0 = 1.0e8             # S/m
mu = 7.0                   # eV
thickness = 100e-9         # m
sound = 2500.0             # m/s
coupling = 0.2             # electron-phonon coupling, dimensionless
kT = kB * T / e            # eV
lorenz = FULL_HEAT * (kB / e) ** 2
kappa_full = sigma0 * lorenz * T
kappa_cut = sigma0 * (kB / e) ** 2 * T * K2_window(C)
sigma_cut = sigma0 * K0_window(C)


def energy_integrand(energy):
    """(E-mu)^2 (-df/dE), energy measured from mu in eV."""
    step = 1e-3 * kT
    slope = (fermi((energy - step) / kT) - fermi((energy + step) / kT))
    return energy**2 * slope / (2 * step)


energies = np.linspace(-C * kT, C * kT, 20001)
values = energy_integrand(energies)
area = np.sum(0.5 * (values[1:] + values[:-1]) * np.diff(energies))
assert abs(sigma0 * area / T / kappa_cut - 1) < 1e-5

# Neglected: energy dependence of the conductivity, sigma(E) ~ E^(3/2)
t = kT / mu


def moments(c):
    return [integrate(lambda x: (1 + t * x) ** 1.5 * x**n * kernel(x), -c, c)
            for n in range(3)]


a0, a1, a2 = moments(FAR)
b0, b1, b2 = moments(C)
loss_el_power = 1 - b0 / a0
loss_th_power = 1 - (b2 - b1**2 / b0) / (a2 - a1**2 / a0)
shift_power = max(abs(loss_el_power - loss_electrical(C)),
                  abs(loss_th_power - loss_thermal(C)))
sigma_variation = (1 + C * t) ** 1.5 - (1 - C * t) ** 1.5
assert shift_power < 1e-6

# Neglected: lattice heat conduction, Debye model, path = film thickness
debye_integral = quad(lambda y: y**4 / (4 * np.sinh(y / 2) ** 2),
                      1e-9, 60)[0]
heat_capacity = 2 * np.pi**2 / 5 * kB * (kB * T / (hbar * sound)) ** 3
heat_capacity_num = (3 * kB / (2 * np.pi**2)
                     * (kB * T / (hbar * sound)) ** 3 * debye_integral)
assert abs(heat_capacity / heat_capacity_num - 1) < 1e-6
kappa_lattice = heat_capacity * sound * thickness / 3

# Neglected: inelastic scattering, compared with the elastic rate
density = (2 * m * mu * e) ** 1.5 / (3 * np.pi**2 * hbar**3)
elastic_rate = density * e**2 / (m * sigma0)
mean_free_path = np.sqrt(2 * mu * e / m) / elastic_rate
debye_T = hbar * sound * (6 * np.pi**2 * density) ** (1 / 3) / kB


def phonon_integral(x):
    """Integral of y^2 [2 n(y) + f(y+x) + f(y-x)], n the Bose function."""
    return quad(lambda y: y**2 * (2 / np.expm1(y) + fermi(y + x)
                                  + fermi(y - x)), 1e-9, 60, limit=200)[0]


assert abs(phonon_integral(0.0) - 7 * zeta(3)) < 1e-6
phonon_rate = (2 * np.pi * coupling * kB * T / hbar * (T / debye_T) ** 2
               * phonon_integral(C))
electron_rate = (kT**2 / mu) * e / hbar * (np.pi**2 + C**2)
assert phonon_rate / elastic_rate < 0.01
assert electron_rate / elastic_rate < 0.01
assert kappa_lattice / kappa_full < 0.02

print("GENERAL RESULTS (x = (E-mu)/(kB T), window |x| <= c)")
print(f"full K2 = pi^2/3: {FULL_HEAT:.5f}; by quadrature: {full2:.5f}")
print(f"K0 at c=5: {K0_window(C):.5f}")
print(f"K2 at c=5: {K2_window(C):.5f}")
print(f"heat tail R at c=5: {heat_tail(C):.5f}")
for c in (3.0, 5.0, 7.0, 10.0):
    print(f"c={c:4.1f}: electrical loss {100*loss_electrical(c):.4f} %, "
          f"thermal loss {100*loss_thermal(c):.4f} %")
print(f"ratio of losses at c=5: {loss_thermal(C)/loss_electrical(C):.2f}")
print(f"mean x^2 in discarded tails, c=5: {tail_mean_square:.2f}")
print(f"estimate c^2+2c+2: {tail_estimate:.0f}")
print(f"peak of heat kernel at |x|: {peak:.3f}")
print(f"c for 1 % electrical loss: {c_el:.2f}")
print(f"c for 1 % thermal loss: {c_th:.2f}")
print(f"Lorenz number, truncated/full, c=5: {lorenz_ratio:.4f}")
print(f"tilted sigma=1+0.1x, c=5, heat response from currents: "
      f"{open_circuit_heat(C, 0.1):.4f}")
print(f"same from K2-K1^2/K0: "
      f"{K2_window(C)-(0.1*K2_window(C))**2/K0_window(C):.4f}")
print("EXAMPLE INPUTS (round, rough)")
print(f"temperature: {T:.0f} K; sigma0: {sigma0/1e6:.0f} MS/m")
print(f"chemical potential: {mu:.0f} eV; thickness: {thickness*1e9:.0f} nm")
print(f"sound speed: {sound:.0f} m/s; e-ph coupling: {coupling:.1f}")
print("EXAMPLE RESULTS")
print(f"kB T: {kT*1e3:.4f} meV; half-window 5 kB T: {C*kT*1e3:.3f} meV")
print(f"half-window for 1 % thermal loss: {c_th*kT*1e3:.3f} meV")
print(f"mu/(kB T): {mu/kT:.0f}")
print(f"full Lorenz number: {lorenz:.4e} W Ohm/K^2")
print(f"electrical conductivity, truncated: {sigma_cut/1e6:.2f} MS/m")
print(f"thermal conductivity, full: {kappa_full:.3f} W/(m K)")
print(f"thermal conductivity, truncated: {kappa_cut:.3f} W/(m K)")
print("NEGLECTED EFFECTS IN THE EXAMPLE")
print(f"relative change of E^(3/2) sigma across window: {sigma_variation:.1e}")
print(f"largest shift of a lost fraction from it: {shift_power:.0e}")
print(f"lattice heat capacity: {heat_capacity:.0f} J/(m^3 K)")
print(f"lattice thermal conductivity: {kappa_lattice:.3f} W/(m K)")
print(f"lattice/electronic: {100*kappa_lattice/kappa_full:.2f} %")
print(f"electron density: {density:.2e} m^-3")
print(f"elastic rate: {elastic_rate:.2e} 1/s")
print(f"electron mean free path: {mean_free_path*1e9:.0f} nm")
print(f"Debye temperature from sound speed: {debye_T:.0f} K")
print(f"phonon integral at x=5: {phonon_integral(C):.1f}")
print(f"electron-phonon rate at x=5: {phonon_rate:.1e} 1/s")
print(f"electron-phonon/elastic rate: {phonon_rate/elastic_rate:.0e}")
print(f"electron-electron/elastic rate: {electron_rate/elastic_rate:.0e}")
print("verified")
```

It prints:

```
GENERAL RESULTS (x = (E-mu)/(kB T), window |x| <= c)
full K2 = pi^2/3: 3.28987; by quadrature: 3.28987
K0 at c=5: 0.98661
K2 at c=5: 2.79401
heat tail R at c=5: 0.49586
c= 3.0: electrical loss 9.4852 %, thermal loss 49.6505 %
c= 5.0: electrical loss 1.3386 %, thermal loss 15.0722 %
c= 7.0: electrical loss 0.1822 %, thermal loss 3.6005 %
c=10.0: electrical loss 0.0091 %, thermal loss 0.3367 %
ratio of losses at c=5: 11.26
mean x^2 in discarded tails, c=5: 37.04
estimate c^2+2c+2: 37
peak of heat kernel at |x|: 2.399
c for 1 % electrical loss: 5.29
c for 1 % thermal loss: 8.65
Lorenz number, truncated/full, c=5: 0.8608
tilted sigma=1+0.1x, c=5, heat response from currents: 2.7149
same from K2-K1^2/K0: 2.7149
EXAMPLE INPUTS (round, rough)
temperature: 4 K; sigma0: 100 MS/m
chemical potential: 7 eV; thickness: 100 nm
sound speed: 2500 m/s; e-ph coupling: 0.2
EXAMPLE RESULTS
kB T: 0.3447 meV; half-window 5 kB T: 1.723 meV
half-window for 1 % thermal loss: 2.982 meV
mu/(kB T): 20308
full Lorenz number: 2.4430e-08 W Ohm/K^2
electrical conductivity, truncated: 98.66 MS/m
thermal conductivity, full: 9.772 W/(m K)
thermal conductivity, truncated: 8.299 W/(m K)
NEGLECTED EFFECTS IN THE EXAMPLE
relative change of E^(3/2) sigma across window: 7.4e-04
largest shift of a lost fraction from it: 2e-09
lattice heat capacity: 501 J/(m^3 K)
lattice thermal conductivity: 0.042 W/(m K)
lattice/electronic: 0.43 %
electron density: 8.41e+28 m^-3
elastic rate: 2.37e+13 1/s
electron mean free path: 66 nm
Debye temperature from sound speed: 326 K
phonon integral at x=5: 63.0
electron-phonon rate at x=5: 6.2e+09 1/s
electron-phonon/elastic rate: 3e-04
electron-electron/elastic rate: 4e-05
verified
```
